\section*{Mode truncation and the dipole self-energy for harmonic matter in cavities}

\section*{The model and the two truncations}

\noindent\textit{Q.} My film sits in a planar cavity and is resonant with the lowest mode. To fit the polariton lines I keep one photon mode. The dipole self-energy contains no photon operators and costs nothing to sum over all modes. Which modes should it contain?

\noindent\textit{A.} For harmonically bound matter it should contain the retained modes only, provided the omitted modes lie above the lines you fit; when all omitted modes lie below them the order reverses. A solvable model shows why. Take atomic units, one polarization, lossless modes $\omega_1,\dots,\omega_K$, and the long-wavelength limit, in which the vector potential at the matter is $\sum_k\lambda_kQ_k$ with $Q_k=(a_k+a_k^\dagger)/\sqrt{2\omega_k}$. The matter is a charge $q$ of mass $m$ bound with frequency $\omega_0$. With the mass-weighted coordinate $x$, its momentum $p$, and $g_k=q\lambda_k/\sqrt m$, the Coulomb-gauge Hamiltonian is
\begin{equation}
H_C=\tfrac12(p-A)^2+\tfrac12\omega_0^2x^2+\tfrac12\sum_k\left(P_k^2+\omega_k^2Q_k^2\right),\qquad A=\sum_kg_kQ_k .
\end{equation}
Apply $T=e^{-ixA}$. Since $p=-i\partial_x$ and $P_k=-i\partial_{Q_k}$ differentiate the phase $e^{ixA}$ in $T^\dagger$, one has $TpT^\dagger=p+A$ and $TP_kT^\dagger=P_k+g_kx$. Rename $Q_k'=-P_k/\omega_k$ and $P_k'=\omega_kQ_k$, which is canonical because $[Q_k',P_k']=-[P_k,Q_k]=i$. Then $(P_k+g_kx)^2=(\omega_kQ_k'-g_kx)^2$ and $\omega_k^2Q_k^2=P_k'^2$. Dropping the primes,
\begin{equation}
H_D=\tfrac12p^2+\tfrac12\omega_0^2x^2+\tfrac12\sum_k\left[P_k^2+(\omega_kQ_k-g_kx)^2\right].
\end{equation}
The square contains the bilinear coupling $-\omega_kg_kxQ_k$ and the self-energy $g_k^2x^2/2$. The map works for any set of modes and produces both terms for exactly that set. Split the modes into a retained set $R$ and an omitted set $O$ of $L$ modes, with $D=\sum_Og_k^2$. The restricted model is $H_D$ on $R$, and it is unitarily equivalent to $H_C$ on $R$. The all-DSE model adds $Dx^2/2$; this term commutes with $T$, so the model maps back to $H_C$ on $R$ with $\omega_0^2$ replaced by $\omega_0^2+D$, which is a different oscillator.

\section*{The cancellation}

\noindent\textit{Q.} Equivalence of two truncated models does not tell me which is closer to the full spectrum. The term $Dx^2/2$ is in the full Hamiltonian. How can dropping it help?

\noindent\textit{A.} The Heisenberg equations of $H_D$ are linear, $\ddot x=-\omega_0^2x+\sum_kg_k(\omega_kQ_k-g_kx)$ and $\ddot Q_k=-\omega_k(\omega_kQ_k-g_kx)$. For motion $e^{-i\Omega t}$ with $s=\Omega^2$ they are the eigenvalue problem of the matrix $V_{xx}=\omega_0^2+\sum_kg_k^2$, $V_{kk}=\omega_k^2$, $V_{xk}=-\omega_kg_k$. The mode rows give $Q_k=\omega_kg_kx/(\omega_k^2-s)$, and inserting this in the $x$ row gives $F(s)=0$ with
\begin{align}
F(s)&=\omega_0^2-s+\sum_k\left[g_k^2-\frac{g_k^2\omega_k^2}{\omega_k^2-s}\right]\nonumber\\
&=\omega_0^2-s-\sum_k\frac{g_k^2\,s}{\omega_k^2-s},
\label{secular}
\end{align}
where the second line puts the bracket over the denominator $\omega_k^2-s$. The first term of the bracket is the self-energy and the second is the response of the mode. For $s\ll\omega_k^2$ the mode follows the dipole, $Q_k\to g_kx/\omega_k$, the square in $H_D$ vanishes, and the bracket goes to zero. The restricted model omits the whole bracket and the all-DSE model omits only its second term. The model function minus the exact one is
\begin{equation}
\delta F_{\rm restr}=\sum_O\frac{g_k^2\,s}{\omega_k^2-s},\qquad
\delta F_{\rm all}=\sum_O\frac{g_k^2\,\omega_k^2}{\omega_k^2-s},
\label{errors}
\end{equation}
so that per omitted mode the ratio is $s/\omega_k^2$.

To convert this into a line shift, let $s_m$ be the model root and $s_e=s_m-\delta s$ the exact one. Since $F(s_e)=0$, the model function at $s_e$ equals $\delta F$, and its expansion about $s_m$ gives $-F_m'\,\delta s=\delta F$. With $\frac{d}{ds}\frac{s}{\omega^2-s}=\frac{\omega^2}{(\omega^2-s)^2}$, to first order in $\delta F$,
\begin{equation}
\delta s=Z\,\delta F,\qquad Z=\Big[1+\sum_R\frac{g_k^2\omega_k^2}{(\omega_k^2-s)^2}\Big]^{-1},\qquad \delta\Omega=\frac{\delta s}{2\Omega}.
\label{shift}
\end{equation}
The sum is $\sum_RQ_k^2/x^2$, so $Z$ is the weight of $x$ in the normalized eigenvector of $V$, a dipole-gauge quantity. The numerical check tests Eqs.~(\ref{errors}) and (\ref{shift}) by diagonalization with one weak omitted mode, $g=0.01$ eV. For the lower polariton of the example below, the ratio of the errors in $s$ is 0.0900 for a mode at 6 eV and 12.963 for a mode at 0.5 eV, against $s/\omega_k^2=0.0900$ and 12.9625.

\section*{Two different vacua}

\noindent\textit{Q.} I think of truncation as putting the omitted modes in their vacuum. In $H_D$ that leaves $Dx^2/2$. Is that not a variational step?

\noindent\textit{A.} It is, and so is the other truncation. In the vacuum $\langle Q_k\rangle=0$, $\langle Q_k^2\rangle=1/2\omega_k$ and $\langle P_k^2+\omega_k^2Q_k^2\rangle=\omega_k$. In $H_D$ an omitted mode therefore leaves $\omega_k/2+g_k^2x^2/2$, the all-DSE model. In $H_C$, write $A=A_R+A_O$; the cross terms vanish and $\langle(p-A)^2\rangle=(p-A_R)^2+\sum_Og_k^2/2\omega_k$, which is the restricted model plus the constant $\sum_O(\omega_k/2+g_k^2/4\omega_k)$. The two vacua are different states. The factor $e^{-ixg_kQ_k}$ in $T$ shifts the mean of $P_k$ to $-g_kx$, so the Coulomb vacuum has $\langle Q_k'\rangle=g_kx/\omega_k$, the minimum of the square in $H_D$. The electric field is proportional to the Coulomb $-P_k$, which $T$ turns into $\omega_kQ_k'-g_kx$. The Coulomb vacuum has zero mean field in the mode, whereas the dipole-gauge vacuum holds $\langle Q_k'\rangle=0$ and leaves a field $-g_kx$ that pulls the charge back. The program confirms both projections in a Fock basis with two modes.

Both ground energies, constants included, lie above the exact one. For one mode and $R$ empty, Eq.~(\ref{secular}) reads $(\omega_0^2-s)(\omega^2-s)=g^2s$, with $s_1+s_2=\omega_0^2+\omega^2+g^2$ and $\Omega_1\Omega_2=\omega_0\omega$. Hence $(\Omega_1+\Omega_2)^2=(\omega_0+\omega)^2+g^2$, and to order $g^2$ the zero-point energy rises by $g^2/4(\omega_0+\omega)$. The projections give rises of $g^2/4\omega$ and, from $\tfrac12\sqrt{\omega_0^2+g^2}$, of $g^2/4\omega_0$. Subtracting, the overshoots are
\begin{equation}
\Delta E_{\rm restr}=\frac{g^2\omega_0}{4\omega(\omega+\omega_0)},\qquad
\Delta E_{\rm all}=\frac{g^2\omega}{4\omega_0(\omega+\omega_0)},
\end{equation}
with ratio $\omega_0^2/\omega^2$ to order $g^2$. Beyond that order, comparing $g^2/4\omega$ with $\tfrac12\big(\sqrt{\omega_0^2+g^2}-\omega_0\big)=g^2/2\big(\sqrt{\omega_0^2+g^2}+\omega_0\big)$ shows that the restricted ground energy is the lower one when $2\omega>\omega_0+\sqrt{\omega_0^2+g^2}$, so at strong coupling $\omega>\omega_0$ is not enough.

\noindent\textit{Q.} Equation (\ref{shift}) is first order. What holds at strong coupling?

\noindent\textit{A.} An ordering holds at any coupling in this model. In $H_C$ take $y=p/\omega_0$ as coordinate and $\pi=-\omega_0x$ as momentum, with $[y,\pi]=-[p,x]=i$. The kinetic energy is $(\pi^2+\sum P_k^2)/2$, and the potential has the matrix $W=uu^T+{\rm diag}(0,\omega_k^2)$, $u=(\omega_0,-g_1,\dots,-g_K)$, whose eigenvalues are those of $V$. Deleting the rows and columns of $O$ from $W$ gives the restricted model; deleting them from $V$ leaves $V_{xx}$ intact and gives the all-DSE model. By the min--max principle the $n$th eigenvalue is the smallest, over $n$-dimensional subspaces, of the largest Rayleigh quotient. Deleting coordinates narrows the choice of subspaces and cannot lower it, which for $W$ gives the first inequality below. Adding $Dx^2\ge0$ cannot lower any Rayleigh quotient, which gives the second. The deletion argument applied to $-V$ counts eigenvalues from the top, where the full matrix has $L$ more, and gives the third:
\begin{equation}
\Omega_n^{\rm exact}\le\Omega_n^{\rm restr}\le\Omega_n^{\rm all}\le\Omega_{n+L}^{\rm exact}.
\label{chain}
\end{equation}
When the $L$ roots belonging to $O$ are the highest, the physical partner of root $n$ is the left end and the restricted value is the nearer. When they are the lowest, the partner is the right end and the all-DSE value is the nearer.

\section*{A film in a cavity}

\noindent\textit{Q.} How large is this for a film like mine?

\noindent\textit{A.} Take $N$ oscillators of electron charge and mass, without direct interaction, in a sheet at the centre of perfect mirrors of area $S$ and spacing $\ell$, thin against every wavelength kept, at normal incidence. Write the field as $E=-\partial_t\mathcal A$ with $\mathcal A=\sum_nQ_n\sqrt{8\pi/S\ell}\,\sin(n\pi z/\ell)$; the prefactor makes $\int E^2/8\pi=\sum\dot Q_n^2/2$, since $\sin^2$ averages to one half. At $z=\ell/2$ even $n$ vanish and odd $n$ give $\pm1$, a sign absorbed in $Q_n$. For the bright momentum $p=\sum_ip_i/\sqrt N$, one has $\sum_i(p_i-\mathcal A)^2=(p-\sqrt N\mathcal A)^2$ plus uncoupled dark terms. With $\sigma=N/S$,
\begin{equation}
\omega_k=(2k-1)\,\omega_c,\qquad \omega_c=\pi c/\ell,\qquad g^2=8\pi\sigma/\ell .
\end{equation}
The round parameters $\omega_0=\omega_c=2$ eV and $\sigma=0.2$ \AA$^{-2}$ give $\ell=3099.6$ \AA, $g^2=0.17794$ eV$^2$ and $g=0.42183$ eV. Let ``exact'' mean $K=10$ modes, up to 38 eV; perfect mirrors that far up are an idealization, and the extra digits below serve only to compare models. Retaining one mode gives $D=9\times0.17794=1.6014$ eV$^2$.

On resonance the restricted equation is $(\omega_0^2-s)^2=g^2s$, so $\omega_0^2-\Omega^2=\pm g\Omega$ and $\Omega=\sqrt{\omega_0^2+g^2/4}\mp g/2=2.01109\mp0.21091$ eV. In the all-DSE model the oscillator has moved to $\sqrt{4+1.6014}=2.367$ eV and is no longer resonant.
\begin{center}
\begin{tabular}{lccc}
 & lower (eV) & upper (eV) & splitting (eV)\\
exact & 1.7962 & 2.2159 & 0.4197\\
restricted & 1.8002 & 2.2220 & 0.4218\\
all-DSE & 1.9141 & 2.4730 & 0.5590
\end{tabular}
\end{center}
The splittings are 0.01542, 0.01550 and 0.02054 hartree; relative to the exact value the restricted one is 0.5\% too large and the all-DSE one 33\%. Equation (\ref{shift}) for the restricted lower line gives $0.4476\times0.03195/(2\times1.8002)=0.00397$ eV against the true error 0.00400 eV, and for the upper line $0.5524\times0.05037/(2\times2.2220)=0.00626$ eV against 0.00615 eV. For the all-DSE model, evaluated at the restricted roots, $\delta F=1.63$ and 1.65 eV$^2$ are comparable with the spacing of the roots, $2.222^2-1.800^2=1.70$ eV$^2$, and first order fails. With $Z$ and $\Omega$ also taken at the restricted roots it predicts about 0.20 eV for both lines, while the errors are 0.118 and 0.257 eV. The weight is not constant over so large a shift: between the restricted and the all-DSE roots, the formula for $Z$ gives a fall from 0.45 to 0.14 as the lower root nears the pole at $\omega_c^2$, and a rise from 0.55 to 0.86 as the upper root leaves it. The ground-energy overshoots are 0.0038 eV and 0.161 eV.

\noindent\textit{Q.} What happens when the theorist who computes my self-energy sums over more modes?

\noindent\textit{A.} Here $D=(K-1)g^2$ grows without limit. The all-DSE equation is $(\omega_0^2+D-s)(\omega_c^2-s)=g^2s$. For large $D$ the lower root has $\omega_c^2-s\approx g^2\omega_c^2/D\approx\omega_c^2/K$, so $\Omega\approx\omega_c(1-1/2K)$. The roots sum to $\omega_0^2+Kg^2+\omega_c^2$, so the upper one has $s\to\omega_0^2+Kg^2$. At $K=1000$ these give 1.999 eV and $\sqrt{4+177.94}=13.49$ eV, as computed: an almost empty cavity and a stiff oscillator. The unbounded growth belongs to a sheet of zero thickness; at $K=1000$ the shortest wavelength, $2\ell/1999$, is 3.1 \AA. For a film of thickness $d$ the coupling of the uniform coordinate carries the average of $\sin(n\pi z/\ell)$ over the film, and completeness of the sines gives $\sum_kg_k^2=(8\pi\sigma/\ell)(\ell/2d)=4\pi\sigma/d$. For $d=30$ \AA\ this is 9.2 eV$^2$, so $D$ stops near 9.0 eV$^2$ and $\sqrt{\omega_0^2+D}$ near 3.6 eV.

The full model converges. The Green function of $-\partial_z^2-\kappa^2$, $\kappa=\Omega/c$, with nodes at the mirrors and source at the centre is $C\sin\kappa z$ on the left and its mirror image on the right. The unit drop in slope requires $2C\kappa\cos(\kappa\ell/2)=1$, so $G=\tan(\kappa\ell/2)/2\kappa$ at the centre. Its mode expansion there is $(2/\ell)\sum_{n\,\rm odd}(\kappa_n^2-\kappa^2)^{-1}$ with $\kappa_n=n\pi/\ell$. The sum in Eq.~(\ref{secular}) is thus $(8\pi\sigma/\ell)\,\kappa^2\,(\ell/2)\,G$, and
\begin{equation}
\omega_0^2-\Omega^2=2\pi\sigma\kappa\tan(\kappa\ell/2).
\end{equation}
Maxwell's equation $E''+\kappa^2E=-4\pi\kappa^2\mathcal P$ with $\mathcal P=\sigma\,\delta(z-\ell/2)\,E/(\omega_0^2-\Omega^2)$ requires $1=4\pi\kappa^2\sigma G/(\omega_0^2-\Omega^2)$, the same condition. Apart from the uncoupled even mode at 4 eV, which has a node at the sheet, a transfer-matrix solution gives 1.79572, 2.21520 and 6.01662 eV, and the 1000-mode diagonalization is tested against these values.

\section*{What the omitted modes leave behind}

\noindent\textit{Q.} The restricted lines are still 0.004 to 0.006 eV too high. What is that remainder?

\noindent\textit{A.} At leading order in $s/\omega_k^2$ it is a mass. The identity
\begin{equation}
\frac{s}{\omega^2-s}=\frac{s}{\omega^2}+\frac{s^2}{\omega^2(\omega^2-s)}
\end{equation}
follows by putting the right side over one denominator. The first part turns $-s$ in $F$ into $-(1+\mu)s$ with $\mu=\sum_Og_k^2/\omega_k^2$, which in the dipole gauge is the kinetic energy $p^2/2(1+\mu)$: the following field carries inertia. With $\mu=0.009285$ the errors fall to 0.00023 and 0.00054 eV. For one omitted mode at high $\omega$ the all-DSE, restricted and mass-corrected errors scale as $\omega^0$, $\omega^{-2}$ and $\omega^{-4}$. The computed exponents between 20 and 40 eV are $-0.009$, $-2.009$ and $-4.009$; the common offset comes mainly from the shared factor $(1-s/\omega^2)^{-1}$, since $\log_2[(1-3.24/400)/(1-3.24/1600)]=-0.009$. The mass sum converges. At $\kappa\to0$, $G=\ell/4$ gives $\sum_{\rm odd}n^{-2}=\pi^2/8$, so $\mu\to(g/\omega_c)^2(\pi^2/8-1)=0.010396$. The part missing at $K=10$, 0.00111, shifts the lower line by $Z\Omega\,\delta\mu/2=0.4476\times1.80\times0.00111/2=0.00045$ eV, in line with the difference between 1.79618 and 1.79572 eV, which is 0.00045 eV before rounding.

\noindent\textit{Q.} Are there checks that need no spectrum?

\noindent\textit{A.} There are two. Under a static force $-fx$ added to the potential of $H_D$, each $Q_k$ relaxes to $g_kx/\omega_k$, the squares vanish, and $x=f/\omega_0^2$ for any set of modes. The all-DSE model gives $f/(\omega_0^2+D)$. For a force uniform over the sheet, which acts on the bright coordinate, the polarizability per oscillator of 27.43 \AA$^3$ becomes $27.43\times4/5.6014=19.59$ \AA$^3$. For $\omega_0=0$, $H_D$ is invariant under $x\to x+a$, $Q_k\to Q_k+g_ka/\omega_k$ and has a zero root. The term $Dx^2/2$ breaks this symmetry, and $(D-s)(\omega_c^2-s)=g^2s$ pins the free charge at 1.223 eV.

\section*{Where the rule fails}

\noindent\textit{Q.} I also have a sample resonant with the 6 eV mode. May I drop the 2 eV mode together with its self-energy?

\noindent\textit{A.} If the 2 eV mode is the only one you omit, that gives the poorer lines. For $s\gg\omega_k^2$ the mode cannot follow the dipole, the response term in Eq.~(\ref{secular}) dies as $\omega_k^2/s$, and the self-energy $+g_k^2$ is a real blue shift. With $\omega_0=6$ eV and these two modes alone, the exact lines are 5.8010 and 6.2230 eV. The restricted errors are $-0.00823$ and $-0.00841$ eV and the all-DSE errors $-0.00096$ and $-0.00088$ eV, in the order of Eq.~(\ref{chain}). Their ratios, about 8.6 and 9.5, compare with the first-order values $5.793^2/4=8.4$ and $6.215^2/4=9.7$. Keeping that term still spoils the static polarizability and the gauge equivalence, so what it improves is the response above 2 eV, and by a large factor only well above it. With omitted modes on both sides, the terms of $\delta F$ have opposite signs and only their sum decides. In the $K=10$ cavity with the 6 eV mode alone retained, the restricted terms from 2 eV and from 10 to 38 eV nearly cancel: the restricted errors are $-0.0007$ and $+0.0011$ eV, while keeping the self-energy of the 2 eV mode gives $+0.0066$ and $+0.0086$ eV. For an omitted mode near $\Omega$ both expressions in Eq.~(\ref{errors}) diverge and first order fails. The true shift stays finite: for a weak mode exactly on a restricted line, setting $\omega_k^2-s=\delta s$ in $\delta s=Zg_k^2s/(\omega_k^2-s)$ gives $\delta s^2=Zg_k^2s$, a splitting of the line by $\pm\sqrt Z\,g_k/2$. Neither choice of self-energy reproduces this splitting, so the mode has to be retained whenever it is larger than the accuracy wanted.

\noindent\textit{Q.} My $\omega_0$ is a fit parameter. Could it absorb $D$, and does any of this survive for anharmonic matter?

\noindent\textit{A.} In this harmonic model only the sum of the fitted $\omega_0^2$ and $D$ enters the all-DSE spectrum. The fit therefore reaches the same lines as a fit of the restricted model and returns that model's fitted $\omega_0^2$ minus $D$, which is negative once $D$ exceeds it. The fitted frequency then depends on the mode cutoff and is not that of the film. The gauge map and the vacuum projections never used the form of the potential, so they hold for any potential in $x$ within the long-wavelength limit; the secular equation and Eq.~(\ref{chain}) are harmonic results. As a numerical check, take the potential $\omega_0^2x^2/2+bx^4$ with $\omega_0=1$ eV and $b=0.1$ eV$^3$, and omit one mode at 10 eV with $g=2$ eV. The first gap is 1.1841 eV with the mode, 1.2104 eV restricted, 2.2932 eV with the self-energy kept, and 1.1838 eV with the mass correction. The last value lies 0.00035 eV below the exact gap, whereas the harmonic residual is positive. The sign of the mass-model residual is thus not carried over from the harmonic case.

\section*{Numbers as computed}
\begin{verbatim}
inputs: w0 = 2.0 eV, wc = 2.0 eV, sigma = 0.2 1/A^2, K = 10, retained 1
cavity width = 3099.6 A, highest mode = 38 eV
g = 0.42183 eV, g^2 = 0.17794 eV^2
D = 1.60144 eV^2, sqrt(w0^2+D) = 2.36674 eV, mu = 0.009285
exact: lower 1.79618 eV, upper 2.21585 eV, splitting 0.41968 eV = 0.015423 hartree
restricted: lower 1.80018 eV, upper 2.22200 eV, splitting 0.42183 eV = 0.015502 hartree
all-DSE: lower 1.91405 eV, upper 2.47301 eV, splitting 0.55896 eV = 0.020541 hartree
mass: lower 1.79641 eV, upper 2.21640 eV, splitting 0.41998 eV = 0.015434 hartree
error restricted: lower 0.003999 eV, upper 0.006150 eV
error all-DSE: lower 0.117874 eV, upper 0.257156 eV
error mass: lower 0.000233 eV, upper 0.000541 eV
lower: Z = 0.4476, dF restr = 0.03195 eV^2, dF all = 1.63339 eV^2, estimate restr = 0.003972 eV
upper: Z = 0.5524, dF restr = 0.05037 eV^2, dF all = 1.65181 eV^2, estimate restr = 0.006262 eV
weak mode g = 0.01 eV at 6.0 eV, lower root: error ratio 0.0900, s/w^2 = 0.0900
weak mode g = 0.01 eV at 0.5 eV, lower root: error ratio 12.9632, s/w^2 = 12.9625
exponents 20->40 eV (all, restr, mass): -0.009 -2.009 -4.009
ground-energy overshoot: restricted 0.00383 eV, all-DSE 0.16106 eV
polarizability: exact 27.431, restricted 27.431, all-DSE 19.589 A^3
free charge, lowest root: exact 0.0000, restricted 0.0000, all-DSE 1.2228 eV
K = 2: exact 1.79798, 2.21852 eV; all-DSE 1.82091, 2.24503 eV
K = 10: exact 1.79618, 2.21585 eV; all-DSE 1.91405, 2.47301 eV
K = 100: exact 1.79577, 2.21526 eV; all-DSE 1.99000, 4.67265 eV
K = 1000: exact 1.79573, 2.21520 eV; all-DSE 1.99900, 13.48858 eV
Maxwell roots: 1.79572, 2.21520, 6.01662 eV
mu for K -> infinity = 0.010396
counterexample: w0 = 6.0 eV, retained 6.0 eV, omitted 2.0 eV
  exact 5.80102, 6.22303 eV
  restricted 5.79279, 6.21462 eV; errors -0.00823, -0.00841 eV
  all-DSE 5.80006, 6.22215 eV; errors -0.00096, -0.00088 eV
quartic: w0 = 1.0 eV, b = 0.1 eV^3, omitted mode 10.0 eV, g = 2.0 eV
  gap exact 1.18413, restricted 1.21036, all-DSE 2.29316, mass 1.18378 eV
\end{verbatim}
